# Snoek relaxation time of octahedral oxygen in a body-centred cubic metal: a numerical check

```python
"""
Result under test: for oxygen on octahedral sites of a bcc metal, hopping to
nearest octahedral sites, the Snoek relaxation time at constant small stress is
    tau = a^2 / (36 D).
a: cubic lattice constant; D: diffusivity; w: hop rate to ONE given neighbour;
u: stress-induced lowering of z-axis sites divided by kT;
c: oxygen atoms per metal atom; Delta: relaxation strength;
dlam: difference of the dipole strains along and across the site axis.
Lattice tests use a = 1 and w of order 1. D comes from the decay of a long
density wave, tau from a separate creep calculation on the same lattice.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

# ---------- lattice geometry, found from distances to metal atoms ----------
corners = np.array(list(itertools.product(range(-2, 4), repeat=3)), float)
metal = np.vstack([corners, corners + 0.5])
shifts = np.array(list(itertools.product(range(-2, 3), repeat=3)), float)


def find_sites(pattern):
    """Points of a quarter grid whose nearest metal distances match pattern."""
    sites, axes = [], []
    for point in itertools.product(np.arange(4) / 4, repeat=3):
        vectors = metal - np.array(point)
        dist = np.linalg.norm(vectors, axis=1)
        order = np.argsort(dist)[:len(pattern)]
        if np.allclose(dist[order], pattern):
            sites.append(point)
            # the unique tetragonal axis has the smallest second moment
            axes.append(int(np.argmin((vectors[order] ** 2).sum(axis=0))))
    return np.array(sites), np.array(axes)


def find_hops(sites, length, rate):
    hops = []
    for i, j in itertools.product(range(len(sites)), repeat=2):
        for shift in shifts:
            step = sites[j] + shift - sites[i]
            if abs(np.linalg.norm(step) - length) < 1e-9:
                hops.append((i, j, step, rate))
    return hops


def diffusivity(hops, count, direction):
    """D from the slowest decay rate D k^2 of a long density wave."""
    size = 0.01
    k = size * np.array(direction, float) / np.linalg.norm(direction)
    matrix = np.zeros((count, count), complex)
    for i, j, step, rate in hops:
        matrix[j, i] += rate * np.exp(1j * (k @ step))
        matrix[i, i] -= rate
    return -np.linalg.eigvalsh(matrix).max() / size ** 2


def generator(hops, axes, u):
    """Master equation with z-axis sites lowered by u, saddles unchanged."""
    matrix = np.zeros((len(axes), len(axes)))
    for i, j, _, rate in hops:
        biased = rate * np.exp(-u * (axes[i] == 2))
        matrix[j, i] += biased
        matrix[i, i] -= biased
    return matrix


def creep_time(hops, axes, u):
    """Time for the z population to come within 1/e of its final value."""
    matrix = generator(hops, axes, u)
    start = np.full(len(axes), 1 / len(axes))
    z_sites = axes == 2

    def population(t):
        return (expm(matrix * t) @ start)[z_sites].sum()

    final, first = population(100.0), population(0.0)
    return brentq(lambda t: (final - population(t)) / (final - first)
                  - np.exp(-1), 1e-6, 5.0, xtol=1e-12)


octa, octa_axes = find_sites([0.5] * 2 + [np.sqrt(0.5)] * 4)
tetra, tetra_axes = find_sites([np.sqrt(5) / 4] * 4)
assert len(octa) == 6 and len(tetra) == 12

near_hops = find_hops(octa, 0.5, 1.0)
for i in range(len(octa)):
    reached = [octa_axes[j] for start, j, _, _ in near_hops if start == i]
    others = [axis for axis in range(3) if axis != octa_axes[i]]
    assert len(reached) == 4
    assert all(reached.count(axis) == 2 for axis in others)
    net = sum(step for start, _, step, _ in near_hops if start == i)
    assert np.allclose(net, 0)          # no memory from step to step

# ---------- D, tau and their product for three hop networks ----------
for direction in ([1, 0, 0], [1, 1, 0], [1, 2, 3]):
    assert abs(diffusivity(near_hops, 6, direction) * 6 - 1) < 5e-4

small_u = 1e-4
factors = {}
for name, sites, axes, length in (
        ("octahedral", octa, octa_axes, 0.5),
        ("tetrahedral", tetra, tetra_axes, np.sqrt(1 / 8)),
        ("long octahedral", octa, octa_axes, np.sqrt(1 / 2))):
    for rate in (1.0, 2.7):             # the hop rate must cancel
        hops = find_hops(sites, length, rate)
        d_lattice = diffusivity(hops, len(sites), [1, 2, 3])
        tau_lattice = creep_time(hops, axes, small_u)
        factors[name] = 1 / (d_lattice * tau_lattice)
        assert abs(factors[name] * length ** 2 / 9 - 1) < 5e-4
assert abs(factors["octahedral"] / 36 - 1) < 5e-4

# mean number of hops made during tau
tau_near = creep_time(near_hops, octa_axes, small_u)
hops_per_tau = len(near_hops) / len(octa) * tau_near
assert abs(hops_per_tau - 2 / 3) < 5e-4


def mixed_ratio(rate_ratio):
    """a^2/(36 D) divided by tau when long hops are also allowed."""
    return (6 + 12 * rate_ratio) / (6 + 24 * rate_ratio)


def stressed_rate(u):
    """Relaxation rate divided by w under finite stress."""
    return 2 + 4 * np.exp(-u)


mixed = near_hops + find_hops(octa, np.sqrt(0.5), 0.1)
measured = 1 / (36 * diffusivity(mixed, 6, [1, 2, 3])
                * creep_time(mixed, octa_axes, small_u))
assert abs(measured / mixed_ratio(0.1) - 1) < 5e-4
assert abs(creep_time(near_hops, octa_axes, 0.5) * stressed_rate(0.5) - 1) < 1e-6

# ---------- oscillating stress on the full master equation ----------
tau_from_d = 1 / (36 * diffusivity(near_hops, 6, [1, 2, 3]))
drive, x_drive = 0.01, 0.7
omega_drive = x_drive / tau_from_d
period = 2 * np.pi / omega_drive
times = (6 + np.arange(64) / 64) * period
solution = solve_ivp(
    lambda t, n: generator(near_hops, octa_axes,
                           drive * np.sin(omega_drive * t)) @ n,
    (0, 7 * period), np.full(6, 1 / 6), t_eval=times, rtol=1e-8, atol=1e-11)
assert solution.success
n_z = solution.y[octa_axes == 2].sum(axis=0)
in_phase = 2 * np.mean(n_z * np.sin(omega_drive * times))
lagging = -2 * np.mean(n_z * np.cos(omega_drive * times))
static = 2 * drive / 9
assert abs(in_phase / (static / (1 + x_drive ** 2)) - 1) < 2e-3
assert abs(lagging / (static * x_drive / (1 + x_drive ** 2)) - 1) < 2e-3

# ---------- dependence of the strain on the stress direction ----------
lam_across, lam_diff = -0.05, 0.5


def mean_dipole_strain(cosines, field):
    strain = lam_across + lam_diff * cosines ** 2
    weight = np.exp(field * strain)
    return (weight * strain).sum() / weight.sum()


for direction in ([1, 0, 0], [1, 1, 0], [1, 2, 3], [1, 1, 1]):
    g = np.array(direction, float) / np.linalg.norm(direction)
    slope = (mean_dipole_strain(g, 1e-3) - mean_dipole_strain(g, -1e-3)) / 2e-3
    gamma = (g[0] * g[1]) ** 2 + (g[1] * g[2]) ** 2 + (g[2] * g[0]) ** 2
    assert abs(slope - 2 / 9 * lam_diff ** 2 * (1 - 3 * gamma)) < 1e-6

# ---------- worked example: round model parameters ----------
a = 3.3                 # angstrom
d_zero = 0.02           # cm^2/s
barrier = 1.15          # eV
frequency = 1.0         # Hz
c = 1e-3                # oxygen per metal atom
dlam = 0.5
young = 150.0           # GPa, along <100>
stress = 10.0           # MPa
pair_binding = 0.05     # eV
long_extra = 0.20       # eV, extra barrier of the longer hop
expansion = 7e-6        # 1/K
saddle_quantum = 0.05   # eV, hbar times the imaginary saddle frequency
length_nm = 1000.0      # nm

k_b = const.k / const.e
a_cm = a * 1e-8
omega = 2 * np.pi * frequency
volume = a ** 3 / 2
mpa = 1e6 * 1e-30 / const.e             # eV per cubic angstrom


def d_example(T):
    return d_zero * np.exp(-barrier / (k_b * T))


def tau_example(T):
    return a_cm ** 2 / (36 * d_example(T))


def strength(T):
    return young * 1e3 * mpa * 2 / 9 * c * volume * dlam ** 2 / (k_b * T)


def loss(x, delta):
    compliance = 1 + delta / (1 + 1j * x)
    return -compliance.imag / compliance.real


T_one = brentq(lambda T: omega * tau_example(T) - 1, 300, 600)
delta_one = strength(T_one)
best = minimize_scalar(lambda x: -loss(x, delta_one), bounds=(0.2, 5),
                       method="bounded", options={"xatol": 1e-9})
height = delta_one / (2 * np.sqrt(1 + delta_one))
assert abs(best.x / np.sqrt(1 + delta_one) - 1) < 1e-5
assert abs(-best.fun / height - 1) < 1e-9

# true maximum of the loss when temperature is swept at fixed frequency
sweep = minimize_scalar(lambda T: -loss(omega * tau_example(T), strength(T)),
                        bounds=(T_one - 20, T_one + 20), method="bounded",
                        options={"xatol": 1e-7})
T_peak = sweep.x
d_read = a_cm ** 2 * omega / 36
read_error = d_read / d_example(T_peak) - 1

# sizes of neglected effects
kT = k_b * T_one
u_stress = stress * mpa * volume * dlam / kT
stress_error = 1 - stressed_rate(u_stress) / 6
nearby = sum(1 for site in octa for shift in shifts
             if 1e-9 < np.linalg.norm(site + shift - octa[0]) < 1 + 1e-9)
pair_weight = nearby * c / 3 * np.exp(pair_binding / kT)
pair_fraction = pair_weight / (1 + pair_weight)
long_ratio = np.exp(-long_extra / kT)
long_error = 1 - mixed_ratio(long_ratio)
expansion_error = (1 + expansion * (T_one - 300)) ** 2 - 1
tunnel_error = (saddle_quantum / kT) ** 2 / 24

print("LATTICE RESULTS, a^2/(D tau)")
print(f"octahedral, hop a/2: {factors['octahedral']:.2f}")
print(f"tetrahedral, hop a/sqrt(8): {factors['tetrahedral']:.2f}")
print(f"octahedral, hop a/sqrt(2): {factors['long octahedral']:.2f}")
print(f"mean hops during tau: {hops_per_tau:.3f}")
print("INPUTS (round model values)")
print(f"lattice constant: {a:.1f} angstrom")
print(f"diffusion prefactor: {d_zero:.2f} cm^2/s")
print(f"diffusion barrier: {barrier:.2f} eV")
print(f"pendulum frequency: {frequency:.1f} Hz")
print(f"oxygen per metal atom: {c:.4f}")
print(f"dipole strain difference: {dlam:.2f}")
print(f"Young modulus along <100>: {young:.0f} GPa")
print(f"stress amplitude: {stress:.0f} MPa")
print("RESULTS AT omega tau = 1")
print(f"angular frequency: {omega:.4f} 1/s")
print(f"temperature: {T_one:.1f} K")
print(f"kT: {kT:.5f} eV")
print(f"tau: {tau_example(T_one):.4f} s")
print(f"hop rate w to one neighbour: {1 / (6 * tau_example(T_one)):.4f} 1/s")
print(f"D: {d_read:.3e} cm^2/s = {d_read * 1e16:.4f} angstrom^2/s")
print(f"volume per metal atom: {volume:.2f} angstrom^3")
print(f"relaxation strength Delta: {delta_one:.5f}")
print(f"peak tan(phi), frequency sweep: {height:.5f}")
print(f"diffusion distance compared: {length_nm:.0f} nm")
print(f"L^2/D for that distance: {(length_nm * 1e-7) ** 2 / d_read:.3e} s")
print("TAU AND D AT OTHER TEMPERATURES")
for T in (300, 350, 400, 450):
    print(f"{T} K: tau {tau_example(T):.3e} s, D {d_example(T):.3e} cm^2/s")
print(f"tau at 300 K in hours: {tau_example(300) / 3600:.2f} h")
print("NEGLECTED EFFECTS")
print(f"loss maximum in temperature sweep: {T_peak:.2f} K")
print(f"D read there is too high by: {100 * read_error:.2f} %")
print(f"stress energy over kT, u: {u_stress:.5f}")
print(f"rate lowered by finite stress: {100 * stress_error:.2f} %")
print(f"octahedral sites within a: {nearby}")
print(f"assumed pair binding: {pair_binding:.2f} eV")
print(f"oxygen in close pairs, estimate: {100 * pair_fraction:.2f} %")
print(f"assumed extra barrier, long hop: {long_extra:.2f} eV")
print(f"long/short hop rate ratio: {long_ratio:.5f}")
print(f"a^2/(36D) below tau, long hops: {100 * long_error:.2f} %")
print(f"assumed thermal expansion: {expansion:.1e} 1/K")
print(f"a^2 change from 300 K: {100 * expansion_error:.2f} %")
print(f"assumed saddle quantum: {saddle_quantum:.2f} eV")
print(f"tunnelling rise of w, leading: {100 * tunnel_error:.2f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
LATTICE RESULTS, a^2/(D tau)
octahedral, hop a/2: 36.00
tetrahedral, hop a/sqrt(8): 72.00
octahedral, hop a/sqrt(2): 18.00
mean hops during tau: 0.667
INPUTS (round model values)
lattice constant: 3.3 angstrom
diffusion prefactor: 0.02 cm^2/s
diffusion barrier: 1.15 eV
pendulum frequency: 1.0 Hz
oxygen per metal atom: 0.0010
dipole strain difference: 0.50
Young modulus along <100>: 150 GPa
stress amplitude: 10 MPa
RESULTS AT omega tau = 1
angular frequency: 6.2832 1/s
temperature: 413.3 K
kT: 0.03562 eV
tau: 0.1592 s
hop rate w to one neighbour: 1.0472 1/s
D: 1.901e-16 cm^2/s = 1.9007 angstrom^2/s
volume per metal atom: 17.97 angstrom^3
relaxation strength Delta: 0.02624
peak tan(phi), frequency sweep: 0.01295
diffusion distance compared: 1000 nm
L^2/D for that distance: 5.261e+07 s
TAU AND D AT OTHER TEMPERATURES
300 K: tau 3.154e+04 s, D 9.591e-22 cm^2/s
350 K: tau 5.482e+01 s, D 5.518e-19 cm^2/s
400 K: tau 4.667e-01 s, D 6.481e-17 cm^2/s
450 K: tau 1.146e-02 s, D 2.640e-15 cm^2/s
tau at 300 K in hours: 8.76 h
NEGLECTED EFFECTS
loss maximum in temperature sweep: 412.77 K
D read there is too high by: 4.45 %
stress energy over kT, u: 0.01574
rate lowered by finite stress: 1.04 %
octahedral sites within a: 26
assumed pair binding: 0.05 eV
oxygen in close pairs, estimate: 3.41 %
assumed extra barrier, long hop: 0.20 eV
long/short hop rate ratio: 0.00364
a^2/(36D) below tau, long hops: 0.72 %
assumed thermal expansion: 7.0e-06 1/K
a^2 change from 300 K: 0.16 %
assumed saddle quantum: 0.05 eV
tunnelling rise of w, leading: 8.21 %
ALL CHECKS PASSED
```
